Birefringence of the Vacuum in a Static Magnetic Field

**Problem.** Light crosses a region that is empty except for a weak, static, uniform magnetic field B. The angle between the light's direction and B is θ.

(a) Find the terms of fourth order in the fields that the electron vacuum adds to the Maxwell Lagrangian.

(b) Linearize the result about B and find the refractive indices of the two polarizations.

(c) Express their difference through B/B_c, where B_c = m²c²/(eħ), and give its value per tesla squared for θ = 90°.

(d) Light of wavelength 1000 nm, polarized at 45° to B, crosses 1 m of a 10 T field at right angles. How elliptical does it become?

**Assumptions and units.** The field is far below B_c, the photon energy is far below mc², and the light wave is weak compared with B. One electron loop is kept. The derivation uses ħ = c = 1 and Heaviside-Lorentz units, so e² = 4πα, with e > 0 the elementary charge and m the electron mass.

**Solution**

**(a) The fourth-order Lagrangian**

For slowly varying fields, derivatives of the fields can be dropped. The Lagrangian then depends on the two invariants

S = (E² − B²)/2,  P = E·B.

P changes sign under parity, so the product SP is forbidden. To fourth order

L = S + c₁S² + c₂P².

Two static situations fix the constants. For a magnetic field alone, the B⁴ term is c₁B⁴/4. For E parallel to B, the E²B² term has the coefficient c₂ − c₁/2, since S² contains −E²B²/2 and P² = E²B².

*Magnetic field alone.* Let B point along z. The Dirac Hamiltonian is H = Σα_iπ_i + γ⁰m, where π is the kinetic momentum and the indexed α_i are Dirac matrices. Its square is p² + m² plus a transverse part, with p the momentum along z. The orbital transverse part has the oscillator levels (2k + 1)eB, and the spin adds ±eB. The energies therefore obey

ε² = p² + M_n,  M_n = m² + 2neB,  n = 0, 1, 2, …

One spin state contributes to n = 0 and two contribute to each higher n, so g₀ = 1 and g_n = 2 for n ≥ 1. The Dirac spinor has four components and contains each spin state twice, so H² has 2g_n states for each p and each orbital state. The matrix γ⁰γ⁵ anticommutes with H and pairs each energy ε with −ε, so half of these states have negative energy. There are thus g_n filled negative-energy states for each p and each orbital state, and the orbital states have density eB/2π per area. For a static magnetic field the effective Lagrangian is minus the energy density of this sea:

L₁ = (eB/2π) Σ g_n ∫(dp/2π) √(p² + M_n).

This diverges, but its third derivative with respect to μ = m² does not. We have

d³√(p² + M)/dM³ = (3/8)(p² + M)^(−5/2),
∫dp (p² + M)^(−5/2) = 4/(3M²),

with p running from −∞ to ∞, and therefore

L₁''' = (eB/8π²) Σ g_n/M_n².

The weights 1, 2, 2, … are those of the trapezoidal rule with step h = 2eB. For a function f(u) that vanishes smoothly at infinity, the Euler-Maclaurin formula gives

eB Σ g_n f(nh) = ∫₀^∞ f du − (h²/12) f'(0) + (h⁴/720) f'''(0) − …

Here f = 1/(μ + u)², so f'(0) = −2/μ³ and f'''(0) = −24/μ⁵. Hence

L₁''' = (1/8π²)[1/μ + 2(eB)²/(3μ³) − 8(eB)⁴/(15μ⁵) + …].

The first term does not depend on the field. The second integrates to (eB)²/(24π²) ln μ plus a cutoff-dependent constant. It has the form of the Maxwell term −B²/2 and is absorbed in the definition of the physical field and charge. For the third, use (1/μ²)''' = −24/μ⁵. The fourth-order effect must vanish for a very heavy electron, which leaves no integration constant:

L₁ ⊃ e⁴B⁴/(360π²m⁴).

*Weak electric field along B.* In Landau level n the Hamiltonian is α_z p + Γ, where Γ anticommutes with α_z and Γ² = M_n. It splits into g_n copies of the two-state problem

H₂ = pσ₁ + √M_n σ₃,  energies ±ε.

The potential of the electric field depends on z alone and does not mix the copies. Between the lower and upper states, σ₁ has a matrix element of magnitude √M_n/ε. Since σ₁ = dH₂/dp and the gap is 2ε, the position z has a matrix element of magnitude √M_n/(2ε²). Second-order perturbation theory gives the energy shift per length of one copy:

−∫(dp/2π) e²E² [M_n/(4ε⁴)]/(2ε)
= −(e²E²M_n/16π) · 4/(3M_n²)
= −e²E²/(12πM_n).

At a given applied potential the Lagrangian changes by minus this shift. Summing over the Landau levels gives

L_E = (e²E²/24π²) eB Σ g_n/M_n.

Now f = 1/(μ + u) and f'(0) = −1/μ². The integral is cut off at a large u = Λ², where the smooth cutoff adds no finite boundary term:

L_E = (e²E²/24π²)[ln(Λ²/m²) + (eB)²/(3m⁴) + …].

The logarithm has the form of the Maxwell term E²/2 and is absorbed together with the magnetic one. The remaining term is e⁴E²B²/(72π²m⁴).

*Matching.* Define

ξ = e⁴/(360π²m⁴) = 2α²/(45m⁴).

The B⁴ term gives c₁/4 = ξ, so c₁ = 4ξ. The E²B² term gives c₂ − c₁/2 = 5ξ, so c₂ = 7ξ. The result is the Euler-Heisenberg Lagrangian to fourth order:

L = S + ξ(4S² + 7P²).

**(b) Linearization and refractive indices**

From here on B denotes the static field, and w and b denote the electric and magnetic fields of the light. Then

S = −B²/2 − B·b + (w² − b²)/2,
P = B·w + w·b.

The terms linear in b integrate to zero, because B is constant and b is a curl. The quadratic part of S² is

(B·b)² − B²(w² − b²)/2,

and that of P² is (B·w)². With x = ξB², Z = 1 − 4x and B along z,

L₂ = Z(w² − b²)/2 + 4x b_z² + 7x w_z².

The vacuum responds like a uniaxial medium that is both electrically and magnetically anisotropic. Its field equations are those of a medium with D = ∂L₂/∂w and H = −∂L₂/∂b, where H is now a field:

D = Zw + 14x w_z ẑ,  H = Zb − 8x b_z ẑ.

Let the light travel along k̂ = (sin θ, 0, cos θ) with wave number nω. For a plane wave Maxwell's equations become

b = n k̂×w,  D = −n k̂×H.

*Electric vector normal to the plane of k̂ and B ("perp").* Put w = (0, w, 0). Then

b = nw(−cos θ, 0, sin θ),
H = nw(−Z cos θ, 0, (Z − 8x) sin θ).

The y component of D = −n k̂×H reads Zw = n²w(Z − 8x sin²θ), so

n_perp² = Z/(Z − 8x sin²θ).

*Electric vector in the plane of k̂ and B ("par").* Now b = (0, b, 0) and H = (0, Zb, 0), which gives

D = nZb(cos θ, 0, −sin θ),
w = nb(cos θ, 0, −Z sin θ/(Z + 14x)).

Inserting w into b = n k̂×w gives 1 = n²[cos²θ + Z sin²θ/(Z + 14x)], or

n_par² = (Z + 14x)/(Z + 14x cos²θ).

To first order in x the squares are 1 + 8x sin²θ and 1 + 14x sin²θ. Taking roots,

n_perp = 1 + 4x sin²θ,
n_par = 1 + 7x sin²θ,
n_par − n_perp = 3x sin²θ.

Terms in x² are dropped because the sixth-order terms of the Lagrangian, which were not computed, also contribute at order B⁴.

Unless the light travels along B, both indices exceed 1, so both waves travel more slowly than in field-free vacuum, and the par wave is the slower one. The common factor Z does not appear at first order: it rescales the electric and magnetic responses alike and leaves the speed unchanged. For light along B both shifts vanish. This agrees with relativity: a boost along B leaves the static field unchanged, and a wave speed along that axis that is the same before and after every such boost must be c.

**(c) The size of the effect**

In the present units B_c = m²/e, so

x = e⁴B²/(360π²m⁴) = (e²/360π²)(B/B_c)² = (α/90π)(B/B_c)².

The birefringence is therefore

n_par − n_perp = (α/30π)(B/B_c)² sin²θ.

The scale can be read from the loop. Two couplings to the light supply a factor e², hence α, and two couplings to the static field supply (eB/m²)² = (B/B_c)². This counting does not give the factor 1/(30π) = 0.0106, which makes the effect about a hundred times smaller than the bare scale.

With α/(30π) = 7.743 × 10⁻⁵ and B_c = 4.414 × 10⁹ T, the value at θ = 90° is

(n_par − n_perp)/B² = 7.743 × 10⁻⁵/(4.414 × 10⁹ T)² ≈ 4.0 × 10⁻²⁴ T⁻².

Results are given to two figures. A further internal photon in the loop is expected to change them by a relative amount of order α/π, up to a numerical factor not computed here, so the second figure is not guaranteed.

**(d) A laboratory field**

For B = 10 T, (B/B_c)² = 5.13 × 10⁻¹⁸ and x = 1.325 × 10⁻²². Here and below, digits beyond the second are kept only to avoid rounding errors in the arithmetic. The table uses 7x sin²θ and 4x sin²θ; the last row follows from the scaling with B². Index shifts are in units of 10⁻²².

| B (T) | θ | n_par − 1 | n_perp − 1 | difference |
|---|---|---|---|---|
| 10 | 90° | 9.3 | 5.3 | 4.0 |
| 10 | 45° | 4.6 | 2.6 | 2.0 |
| 10 | 0° | 0 | 0 | 0 |
| 1 | 90° | 0.093 | 0.053 | 0.040 |

Over 1 m at θ = 90° the optical paths of the two polarizations differ by 4.0 × 10⁻²² m. The phase difference is

δ = 2π × (3.974 × 10⁻²² m)/(10⁻⁶ m) = 2.5 × 10⁻¹⁵ rad.

Light polarized at 45° has equal components along and across B. After the crossing they vary as cos φ and cos(φ + δ), where φ is the running phase. Along the two diagonals, the field components are

[cos φ + cos(φ + δ)]/√2 = √2 cos(δ/2) cos(φ + δ/2),
[cos φ − cos(φ + δ)]/√2 = √2 sin(δ/2) sin(φ + δ/2).

These describe an ellipse with axis ratio

tan(δ/2) ≈ 1.2 × 10⁻¹⁵.

Reversing the light's direction leaves sin²θ unchanged, so the phase differences of successive passes add. Between ideal mirrors that introduce no phase difference of their own, 100000 passes raise the axis ratio to 1.2 × 10⁻¹⁰.

The static field and the photon energy lie well within the assumptions: B/B_c = 2.3 × 10⁻⁹, and the photon energy is 2.4 × 10⁻⁶ of mc². The light wave is weak compared with B if its intensity is far below cB²/(2μ₀) = 1.2 × 10¹⁶ W/m² (in SI units). The formula fails when B approaches B_c, because the expansion of the Landau sum proceeds in powers of 2eB/m². It also fails when the static field varies over the electron's Compton wavelength, because derivatives of the fields then matter. A photon energy near mc² lies outside the derivation above, but in a weak uniform field it does not by itself spoil the result. For an observer moving along with the light, the photon energy is lower by some factor and the static field is stronger by at most that factor, so their product does not grow. In a uniform field the formula therefore holds as long as the product of (photon energy)/mc² and B/B_c is also small. One exception is not seen by this argument: when the photon energy times sin θ reaches 2mc², the photon can create a pair in Landau levels, and n_par has a resonance at that threshold. In a weak field the resonance is confined to an exponentially narrow band of photon energies, of relative width about 10⁻¹⁴ at B = 0.1 B_c and far less at lower fields.
